# Steady Exciton Accumulation in a Slowly Varying Strain Trap: test program

```python
"""Steady excitons in a strain trap: drift, diffusion, pumping and decay.

Result under test: div[D(grad n + beta n grad u)] - n/tau + G = 0 in a closed
disk gives n -> N p, p = exp(-beta u)/Z, when tau exceeds the relaxation time.
The approach is governed by relaxation rates and by a central filling time.
Symbols: n density, u exciton energy, D diffusivity, tau lifetime, G pump,
N exciton number, g pump normalised to one, beta = 1/(kT).
Internal units: nm, ns, eV. Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh, solve_banded
from scipy.special import expi

# Inputs
temperature = 300.0                 # K
strain_percent = 0.5                # peak biaxial strain
shift_per_percent = 0.100           # eV per percent
D_cm2_s = 1.0
tau_example = 1.0                   # ns
width = 200.0                       # nm, Gaussian standard deviation
radius = 1000.0                     # nm, reflecting edge
mean_density_cm2 = 3e8
annihilation_cm2_s = 0.1            # loss term is k_A n^2
mass_electron, mass_hole = 0.35, 0.35   # free-electron masses
binding = 0.35                      # eV

kT = const.k * temperature / const.e
beta = 1 / kT
depth = strain_percent * shift_per_percent
b = beta * depth
D = D_cm2_s * 1e14 / 1e9            # nm^2/ns
area = np.pi * radius**2


def energy(r):
    return -depth * np.exp(-r**2 / (2 * width**2))


def slope(r):
    return depth * r / width**2 * np.exp(-r**2 / (2 * width**2))


# Finite volumes with separate drift and diffusion currents
cells = 600
h = radius / cells
r = (np.arange(cells) + 0.5) * h
face = np.arange(1, cells) * h
cell_area = 2 * np.pi * r * h


def steady(loss, source, du=slope, diffusivity=D):
    """Steady density for a loss rate (1/ns) and a pump (1/nm^2/ns)."""
    drift = beta * du(face) / 2
    outward = 2 * np.pi * face * diffusivity * (1 / h - drift)
    inward = 2 * np.pi * face * diffusivity * (1 / h + drift)
    band = np.zeros((3, cells))
    band[1] = cell_area * loss
    band[1, :-1] += outward
    band[1, 1:] += inward
    band[0, 1:] = -inward
    band[2, :-1] = -outward
    return solve_banded((1, 1), band, cell_area * source)


def profile(tau, diffusivity=D):
    """Density per exciton for a uniform pump."""
    return steady(1 / tau, 1 / (area * tau), diffusivity=diffusivity)


# Boltzmann distribution by quadrature
node, weight = np.polynomial.legendre.leggauss(300)
x = radius * (node + 1) / 2
wx = radius * weight / 2
Z = np.sum(wx * 2 * np.pi * x * np.exp(-beta * energy(x)))


def p_eq(q):
    return np.exp(-beta * energy(q)) / Z


p = p_eq(r)
long_profile = profile(1e5)
err_boltzmann = np.max(np.abs(long_profile / p - 1))
assert err_boltzmann < 3e-4
varied = profile(1e5, D * (1 + 2 * face / radius))
assert np.max(np.abs(varied / p - 1)) < 3e-4

# Closed expression for the Boltzmann accumulation at the centre
gain_eq = np.exp(b) / (1 + 2 * np.pi * width**2 / area
                       * (expi(b) - np.euler_gamma - np.log(b)))
assert abs(gain_eq / (long_profile[0] * area) - 1) < 3e-4

# Relaxation modes from the variational quotient in a cosine basis
order = np.arange(24)


def basis(q):
    return np.cos(np.outer(q, order) * np.pi / radius)


B = basis(x)
dB = -np.sin(np.outer(x, order) * np.pi / radius) * order * np.pi / radius
measure = 2 * np.pi * x * wx
stiff = D * dB.T @ (dB * (measure * p_eq(x))[:, None])
overlap = B.T @ (B * (measure * p_eq(x))[:, None])
rates, vectors = eigh(stiff, overlap)
coeff = vectors.T @ (B.T @ measure) / area
modes = basis(r) @ vectors
assert abs(rates[0]) < 1e-7 * rates[1]


def norm(f):
    return np.sqrt(np.sum(cell_area * f**2 / p))


taus = [0.1, 1.0, 10.0, 100.0]
profiles = {t: profile(t) for t in taus}
series_error = 0.0
for t in taus:
    series = p * (modes @ (coeff / (1 + rates * t)))
    series_error = max(series_error, np.max(np.abs(series / profiles[t] - 1)))
    bound = norm(1 / area - p) / (1 + rates[1] * t)
    # The small addition covers the finite-volume grid error.
    assert norm(profiles[t] - p) <= bound + 1e-4
assert series_error < 2e-3
dev_example = norm(profiles[tau_example] - p)
bound_example = norm(1 / area - p) / (1 + rates[1] * tau_example)

# Central filling time by quadrature, against the solved density
q = np.linspace(0, radius, 8001)
pq = p_eq(q)
surplus = cumulative_trapezoid(2 * np.pi * q * (pq - 1 / area), q, initial=0)
inside = cumulative_trapezoid(2 * np.pi * q * pq, q, initial=0)
integrand = np.zeros_like(q)
integrand[1:] = (surplus * (1 - inside))[1:] / (2*np.pi*q[1:]*D*pq[1:])
t_fill = trapezoid(integrand, q)
t_probe = 200.0
t_fill_solver = t_probe * (1 - profile(t_probe)[0] / long_profile[0])
assert abs(t_fill_solver / t_fill - 1) < 0.02

# Short-lifetime growth at the centre
t_short = 1e-4
growth_formula = 2 * D * b / width**2
growth_solver = (profile(t_short)[0] * area - 1) / t_short
assert abs(growth_solver / growth_formula - 1) < 0.02

# Harmonic trap: mean square radius with a finite pump spot
sigma_eq, spot, t_harm = 100.0, 400.0, 0.1
kappa = kT / sigma_eq**2
source = np.where(r < spot, 1.0, 0.0)
n_harm = steady(1 / t_harm, source, du=lambda y: kappa * y)
r2_solver = np.sum(cell_area * r**2 * n_harm) / np.sum(cell_area * n_harm)
r2_formula = (spot**2/2 + 4*D*t_harm) / (1 + 2*beta*D*kappa*t_harm)
assert abs(r2_solver / r2_formula - 1) < 2e-3

# Random walk of separate excitons with exponentially distributed lifetimes
rng = np.random.default_rng(7)
walkers, dt = 30000, 0.001
steps = np.sort(np.rint(rng.exponential(tau_example, walkers) / dt))[::-1]
start = radius * np.sqrt(rng.random(walkers))
angle = 2 * np.pi * rng.random(walkers)
pos = np.array([start * np.cos(angle), start * np.sin(angle)])
for step in range(1, int(steps[0]) + 1):
    alive = np.searchsorted(-steps, -step, side="right")
    live = pos[:, :alive]
    pull = D * b * dt / width**2 * np.exp(-(live**2).sum(0) / (2*width**2))
    live += -pull * live + np.sqrt(2*D*dt) * rng.standard_normal(live.shape)
    dist = np.sqrt((live**2).sum(0))
    out = np.flatnonzero(dist > radius)
    live[:, out] *= (2 * radius - dist[out]) / dist[out]
walk_fraction = np.mean((pos**2).sum(0) < width**2)
walk_error = np.sqrt(walk_fraction * (1 - walk_fraction) / walkers)


def trapped(n):
    return np.sum((cell_area * n)[r < width])


# Four standard errors, plus an allowance for the finite time step
assert abs(walk_fraction - trapped(profiles[1.0])) < 4*walk_error + 0.002

# Sizes of neglected effects
n_mean = mean_density_cm2 * 1e-14   # nm^-2
number = n_mean * area
k_A = annihilation_cm2_s * 1e5      # nm^2/ns
linear = number * profiles[tau_example]
n_loss = linear.copy()
for _ in range(100):
    previous = n_loss
    n_loss = steady(1 / tau_example + k_A * previous, n_mean / tau_example)
assert np.max(np.abs(n_loss / previous - 1)) < 1e-9
D_strained = D * (1 - 0.2 * np.exp(-face**2 / (2 * width**2)))
slow_centre = profile(tau_example, D_strained)

mass = (mass_electron + mass_hole) * const.m_e
reduced = mass_electron*mass_hole / (mass_electron+mass_hole) * const.m_e
thermal = const.k * temperature
wavelength = const.h / np.sqrt(2 * np.pi * mass * thermal) * 1e9
momentum_time = mass * D_cm2_s * 1e-4 / thermal
free_path = np.sqrt(np.pi * thermal / (2*mass)) * momentum_time * 1e9
quantum = const.hbar * np.sqrt(depth*const.e / mass) / (width*1e-9) / const.e
saha = reduced * thermal / (2*np.pi*const.hbar**2) * np.exp(-binding/kT)
n_si = mean_density_cm2 * 1e4
ionised = (-saha + np.sqrt(saha**2 + 4 * saha * n_si)) / (2 * n_si)

print(f"Temperature: {temperature:.0f} K; kT: {kT*1e3:.3f} meV")
print(f"Peak strain: {strain_percent:.2f} %")
print(f"Energy shift: {shift_per_percent*1e3:.0f} meV per percent")
print(f"Trap depth U: {depth*1e3:.1f} meV; U/kT: {b:.4f}")
print(f"Gaussian width s: {width:.0f} nm; disk radius R: {radius:.0f} nm")
print(f"Diffusivity: {D_cm2_s:.2f} cm2/s = {D:.3e} nm2/ns")
print(f"Example lifetime: {tau_example:.2f} ns")
print(f"Diffusion length sqrt(D tau): {np.sqrt(D*tau_example):.1f} nm")
print(f"Mean density: {mean_density_cm2:.2e} cm^-2; number: {number:.2f}")
print(f"Disk area: {area:.4e} nm2; partition area Z: {Z:.4e} nm2")
print(f"exp(U/kT): {np.exp(b):.4f}")
print(f"Boltzmann central accumulation: {gain_eq:.4f}")
print(f"Boltzmann fraction inside s: {trapped(p):.4f}")
print(f"Fraction inside s without trap: {(width/radius)**2:.4f}")
print(f"Slowest axisymmetric rate: {rates[1]:.4f} 1/ns")
print(f"Its relaxation time: {1/rates[1]:.4f} ns")
print(f"Trap-bottom radial time s2/(2Db): {width**2/(2*D*b):.4f} ns")
print(f"Filling time, quadrature: {t_fill:.4f} ns")
print(f"Filling time, solver at {t_probe:.0f} ns: {t_fill_solver:.4f} ns")
for t in taus:
    n = profiles[t]
    print(f"tau {t:.1f} ns: central accumulation {n[0]*area:.4f}, "
          f"ratio to Boltzmann {n[0]/p[0]:.4f}")
    print(f"  fraction inside s {trapped(n):.4f}, apparent depth "
          f"{kT*np.log(n[0]/n[-1])*1e3:.2f} meV")
print(f"Deviation norm at 1 ns: {dev_example:.4f}; bound {bound_example:.4f}")
print(f"Largest relative Boltzmann error at 1e5 ns: {err_boltzmann:.1e}")
print(f"Largest relative mode-series error: {series_error:.1e}")
print(f"Random-walk fraction: {walk_fraction:.4f} +/- {walk_error:.4f}")
print(f"Short-time growth: formula {growth_formula:.4f} 1/ns, "
      f"solver {growth_solver:.4f} 1/ns")
print(f"Harmonic test: equilibrium sigma {sigma_eq:.0f} nm, "
      f"spot radius {spot:.0f} nm, tau {t_harm:.1f} ns")
print(f"Harmonic <r2>: formula {r2_formula:.1f}, solver {r2_solver:.1f} nm2")
print(f"Central density at 1 ns: {linear[0]*1e14:.3e} cm^-2")
print(f"Annihilation coefficient: {annihilation_cm2_s:.2f} cm2/s")
print(f"Annihilation changes centre by {(n_loss[0]/linear[0]-1)*100:.2f} %")
print(f"k_A n(0) tau at 100 ns, same mean density: "
      f"{k_A*number*profiles[100.0][0]*100:.2f}")
print(f"20 % lower D at trap centre changes centre by "
      f"{(slow_centre[0]/profiles[1.0][0]-1)*100:.2f} %")
print(f"Electron and hole masses: {mass_electron:.2f}, {mass_hole:.2f} m_e")
print(f"Binding energy: {binding:.2f} eV")
print(f"Equilibrium ionised fraction at mean density: {ionised*100:.2f} %")
print(f"Thermal wavelength: {wavelength:.2f} nm; free path: {free_path:.2f} nm")
print(f"Degeneracy n(0) lambda2: {linear[0]*wavelength**2:.2e}")
print(f"Confinement quantum: {quantum*1e3:.3f} meV; over kT: {quantum/kT:.4f}")
print("success")
```

Output:

```
Temperature: 300 K; kT: 25.852 meV
Peak strain: 0.50 %
Energy shift: 100 meV per percent
Trap depth U: 50.0 meV; U/kT: 1.9341
Gaussian width s: 200 nm; disk radius R: 1000 nm
Diffusivity: 1.00 cm2/s = 1.000e+05 nm2/ns
Example lifetime: 1.00 ns
Diffusion length sqrt(D tau): 316.2 nm
Mean density: 3.00e+08 cm^-2; number: 9.42
Disk area: 3.1416e+06 nm2; partition area Z: 4.0157e+06 nm2
exp(U/kT): 6.9177
Boltzmann central accumulation: 5.4120
Boltzmann fraction inside s: 0.1469
Fraction inside s without trap: 0.0400
Slowest axisymmetric rate: 0.9236 1/ns
Its relaxation time: 1.0827 ns
Trap-bottom radial time s2/(2Db): 0.1034 ns
Filling time, quadrature: 0.6478 ns
Filling time, solver at 200 ns: 0.6433 ns
tau 0.1 ns: central accumulation 1.7410, ratio to Boltzmann 0.3217
  fraction inside s 0.0568, apparent depth 14.39 meV
tau 1.0 ns: central accumulation 3.6284, ratio to Boltzmann 0.6704
  fraction inside s 0.1019, apparent depth 35.31 meV
tau 10.0 ns: central accumulation 5.0934, ratio to Boltzmann 0.9411
  fraction inside s 0.1388, apparent depth 47.51 meV
tau 100.0 ns: central accumulation 5.3773, ratio to Boltzmann 0.9936
  fraction inside s 0.1460, apparent depth 49.73 meV
Deviation norm at 1 ns: 0.1850; bound 0.1988
Largest relative Boltzmann error at 1e5 ns: 7.6e-06
Largest relative mode-series error: 1.2e-05
Random-walk fraction: 0.1002 +/- 0.0017
Short-time growth: formula 9.6704 1/ns, solver 9.6698 1/ns
Harmonic test: equilibrium sigma 100 nm, spot radius 400 nm, tau 0.1 ns
Harmonic <r2>: formula 40000.0, solver 39998.4 nm2
Central density at 1 ns: 1.089e+09 cm^-2
Annihilation coefficient: 0.10 cm2/s
Annihilation changes centre by -5.53 %
k_A n(0) tau at 100 ns, same mean density: 16.13
20 % lower D at trap centre changes centre by -2.08 %
Electron and hole masses: 0.35, 0.35 m_e
Binding energy: 0.35 eV
Equilibrium ionised fraction at mean density: 6.24 %
Thermal wavelength: 5.14 nm; free path: 1.56 nm
Degeneracy n(0) lambda2: 2.88e-04
Confinement quantum: 0.369 meV; over kT: 0.0143
success
```
